\section*{The Hall coefficient of a film pierced by insulating voids}

\section{Hall effect in a perforated film}

A thin conducting film has pores, or has been etched through in a pattern of openings. Its sheet resistance is higher than that of the solid film, because the current must squeeze between the openings. A Hall measurement is then made to find the carrier density. It could plausibly report the density in the conducting material, or the smaller density averaged over the whole area, or something that depends on the shape of the current paths. For a uniform film with one type of carrier that obeys the classical local law below, and for openings that carry no current, the answer is the first, at any magnetic field and for any pattern that leaves the conductor connected. The openings are called voids below, to keep them apart from positive charge carriers.

\subsection{The local law and its conditions}

The film lies in the $xy$ plane, has uniform thickness $t$, and is in a field $\mathbf B=B\hat{\mathbf z}$. For carriers of charge $q$, density $n$, mass $m$ and relaxation time $\tau$, the steady balance of forces is $m\mathbf v/\tau=q(\mathbf E+\mathbf v\times\mathbf B)$. With $\mathbf J=nq\mathbf v$ this becomes
\begin{equation}
\mathbf E=\rho_0\mathbf J-R\,\mathbf J\times\mathbf B,\qquad
\rho_0=\frac{m}{nq^2\tau},\qquad R=\frac1{nq}.
\label{law}
\end{equation}
Electrons have $R<0$. Since $\mathbf J\times\hat{\mathbf z}=(J_y,-J_x)$, the law can be written
\begin{equation}
\mathbf E=\rho_0\mathbf J+RB\,A\mathbf J,\qquad
A=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad
A\mathbf J=(-J_y,J_x).
\label{matrix}
\end{equation}
The matrix $A$ turns a vector by $90^\circ$ counterclockwise. The derivation uses only (\ref{matrix}) with uniform $\rho_0$ and $R$; the value $R=1/(nq)$ enters when a density is inferred.

The voids pass through the full thickness and carry no current. All lengths in the pattern are large compared with the mean free path, so that the local law holds up to the rims. No current contact touches a rim. The pattern is periodic with cell $L_x\times L_y$; a random pattern is represented by a large cell. Brackets denote averages over the whole cell, voids included, with $\mathbf J=0$ in the voids. The mean field is defined by potential drops:
\begin{equation}
\phi(x+L_x,y)-\phi(x,y)=-L_x\langle E_x\rangle,
\label{drop}
\end{equation}
and likewise along $y$. Any continuous extension of $\phi$ into the voids gives this same average, so the actual field inside a void is not needed.

\subsection{An identity for averages}

Let $\mathbf E=-\nabla\phi$ be any periodic field, and let $\mathbf J$ be any periodic, divergence-free current with no normal component on the rims. The two need not belong to the same problem. Because $\nabla\cdot(\phi\mathbf J)=\nabla\phi\cdot\mathbf J$,
\begin{equation}
\int\mathbf E\cdot\mathbf J\,dx\,dy=-\oint\phi\,\mathbf J\cdot\mathbf n\,ds .
\end{equation}
The rims contribute nothing. On the left and right cell faces $J_x$ is the same and $\phi$ differs by (\ref{drop}), so together they give $L_x\langle E_x\rangle\int J_x\,dy$. Current conservation makes $\int J_x\,dy$ independent of $x$, hence equal to $L_y\langle J_x\rangle$. The other two faces are treated alike, and division by the cell area gives
\begin{equation}
\langle\mathbf E\cdot\mathbf J\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf J\rangle .
\label{power}
\end{equation}

\subsection{The Hall field is a gradient}

Since $\nabla\cdot\mathbf J=0$, there is a stream function $\psi$ with
\begin{equation}
J_x=\partial_y\psi,\qquad J_y=-\partial_x\psi,\qquad\text{so that}\quad
\nabla\psi=(-J_y,J_x)=A\mathbf J .
\label{psi}
\end{equation}
On a rim let $\mathbf n$ point out of the void, and let $\mathbf s=A\mathbf n$ be the counterclockwise tangent. A rotation preserves scalar products, so
\begin{equation}
\frac{d\psi}{ds}=A\mathbf J\cdot A\mathbf n=\mathbf J\cdot\mathbf n=0 .
\label{rim}
\end{equation}
Thus $\psi$ is constant on each rim, and it returns to its value after a circuit of the void. Substitution of (\ref{psi}) in (\ref{matrix}) gives
\begin{equation}
\mathbf E=\rho_0\mathbf J+RB\,\nabla\psi .
\label{key}
\end{equation}

The electric field must have zero curl, and zero circulation around every void. The last term in (\ref{key}) satisfies both conditions by itself. What remains is
\begin{equation}
\nabla\cdot\mathbf J=0,\quad \nabla\times\mathbf J=0,\quad
\mathbf J\cdot\mathbf n=0\ \text{on rims},\quad
\oint\mathbf J\cdot d\mathbf l=0\ \text{around each void}.
\label{problem}
\end{equation}
The magnetic field has dropped out. For a given mean current, the zero-field current pattern $\mathbf J_0$ therefore solves the problem at any $B$, with potential
\begin{equation}
\phi=\phi_0-RB\,\psi .
\label{phi}
\end{equation}

There is no other solution. Let $\mathbf d$ be the difference of two solutions with the same mean current, and $\mathbf E_d$ the corresponding difference of fields. The Hall term does no work, because $\mathbf d\cdot A\mathbf d=0$. Equation (\ref{power}) then gives
\begin{equation}
\rho_0\langle|\mathbf d|^2\rangle=\langle\mathbf E_d\cdot\mathbf d\rangle
=\langle\mathbf E_d\rangle\cdot\langle\mathbf d\rangle=0,
\end{equation}
so $\mathbf d=0$ everywhere.

\subsection{The effective resistivity tensor}

At zero field the mean field is linear in the mean current. Write $\langle\mathbf E_0\rangle=\rho_0G\langle\mathbf J\rangle$, where the dimensionless matrix $G$ depends on geometry alone, as (\ref{problem}) shows. It is symmetric: for two zero-field solutions $a$ and $b$, (\ref{power}) gives
\begin{equation}
\langle\mathbf J_b\rangle\cdot G\langle\mathbf J_a\rangle
=\frac{\langle\mathbf E_a\cdot\mathbf J_b\rangle}{\rho_0}
=\langle\mathbf J_a\cdot\mathbf J_b\rangle ,
\end{equation}
which is unchanged when $a$ and $b$ are exchanged.

Now extend $\psi$ into each void with its constant rim value. This extension is continuous, and $\nabla\psi=A\mathbf J$ then holds over the whole cell, both sides being zero in the voids. Hence $\langle\nabla\psi\rangle=A\langle\mathbf J\rangle$, and the average of (\ref{key}) is
\begin{equation}
\boxed{\ \langle\mathbf E\rangle=\left(\rho_0G+RB\,A\right)\langle\mathbf J\rangle,
\qquad R_{\rm eff}=R\ }
\label{result}
\end{equation}

The physical reason is visible in (\ref{key}). Along a line across the film, the Hall voltage is $RB$ times the integral of the current density crossing the line. Where the current squeezes through a neck between voids, the current density and the Hall field are both raised; across a void neither contributes. The total depends on the total current and not on how it is distributed.

A numerical case tests the result without using $\psi$. The potential was computed by finite elements, with the full conductivity tensor, for a cell holding four unequal, irregular voids at $|RB|/\rho_0=3$. The ratio $R_{\rm eff}/R$ came out as $1.00007$, and its error fell from $2.8\times10^{-4}$ to $6.9\times10^{-5}$ when the element size was halved. The diagonal elements of $G$ were $1.979$ and $1.997$ without field, and $1.979$ and $1.998$ with it; the change in the last digit is a discretization error. The computed current patterns with and without field differed by $3.7\%$ of the rms current density on the coarse mesh and by $1.9\%$ on the fine one, a difference that shrinks with element size.

\subsection{A finite sample with four contacts}

The same argument covers a finite plate of arbitrary outline. Current $I$ enters and leaves through contacts on the outer edge, with an injected distribution that is held fixed when $B$ changes. The rest of the edge is insulating. The normal current is then prescribed on the whole boundary, so the difference of two solutions has $\mathbf d\cdot\mathbf n=0$ there, and uniqueness follows as before. The current pattern is again independent of $B$, and (\ref{phi}) holds.

Let voltage contacts $b$ (bottom) and $a$ (top) lie on the two edge sections that separate the source on the left from the drain on the right. By (\ref{psi}), $\psi_a-\psi_b=\int_b^aJ_x\,dy=I/t$ for a vertical path; for a path of any other shape the integral of the normal current has the same value, since all the current must cross it. Therefore
\begin{equation}
V_b-V_a=(V_b-V_a)_{B=0}+\frac{RBI}{t}.
\label{plate}
\end{equation}
The zero-field term is the offset due to misaligned contacts and irregular voids. If $\rho_0$ is even in $B$, half the difference between readings at $+B$ and $-B$ removes it. For a square plate with the four irregular voids and misplaced contacts, the computed offset was about $-0.265$ in units of $\rho_0I/t$. A field with $RB/\rho_0=1$ added $1.0004$ in the same units, where (\ref{plate}) requires $1$.

Two conditions can fail here. A broad metal contact fixes a potential and not an injected distribution, so the field may redistribute the current, and (\ref{plate}) does not follow. The second failure arises if a net current $I_v$ enters the film through the rim of a void. Then (\ref{rim}) gives $\oint\nabla\psi\cdot d\mathbf l=I_v/t$, and zero circulation of $\mathbf E$ in (\ref{key}) demands
\begin{equation}
\oint\mathbf J\cdot d\mathbf l=-\frac{RB}{\rho_0}\,\frac{I_v}{t}.
\end{equation}
The field drives a current around the void, and the pattern is no longer that of zero field.

\subsection{What happens to the conductivity}

At zero field the voids always lower the conductivity $\sigma=1/\rho_0$. Let $\phi$ be the true potential for mean field $\mathbf F$, and let $\phi+\eta$ be a trial potential with the same mean field, so that $\eta$ is periodic. Integrating over the conductor and dividing by the cell area,
\begin{equation}
\sigma\langle|\nabla(\phi+\eta)|^2\rangle_c
=\sigma\langle|\nabla\phi|^2\rangle_c
-2\langle\mathbf J\cdot\nabla\eta\rangle_c
+\sigma\langle|\nabla\eta|^2\rangle_c .
\end{equation}
The middle term vanishes by (\ref{power}), because $-\nabla\eta$ has zero mean. The true potential thus minimizes the dissipation, whose minimum is $\mathbf F\cdot\sigma G^{-1}\mathbf F$. The trial potential $-\mathbf F\cdot\mathbf r$ has dissipation $\sigma(1-p)F^2$, where $p$ is the area fraction of the voids. For an isotropic pattern, in which $G$ is a number,
\begin{equation}
\frac{\sigma_{\rm eff}(B=0)}{\sigma}=\frac1G\le1-p<1 .
\label{bound}
\end{equation}

In a magnetic field, resistivity and conductivity must be distinguished. Put $\beta=RB/\rho_0$; its magnitude is $\mu B$, with $\mu=|R|/\rho_0$ the Hall mobility of the material. For isotropic $G$ the inverse of the tensor in (\ref{result}) is
\begin{equation}
\sigma_{\rm eff}=\frac{1}{\rho_0(G^2+\beta^2)}
\begin{pmatrix}G&\beta\\-\beta&G\end{pmatrix}.
\end{equation}
The solid film has $G=1$, so
\begin{equation}
\frac{\sigma_{xx}^{\rm eff}}{\sigma_{xx}}=\frac{G(1+\beta^2)}{G^2+\beta^2},
\qquad
\frac{\sigma_{xy}^{\rm eff}}{\sigma_{xy}}=\frac{1+\beta^2}{G^2+\beta^2}<1 .
\label{sigmas}
\end{equation}
Subtracting one from the first ratio gives
\begin{equation}
\frac{\sigma_{xx}^{\rm eff}}{\sigma_{xx}}-1
=\frac{G+G\beta^2-G^2-\beta^2}{G^2+\beta^2}
=\frac{(G-1)(\beta^2-G)}{G^2+\beta^2}.
\end{equation}
The voids lower $\sigma_{xx}$ when $(\mu B)^2<G$ and raise it when $(\mu B)^2>G$. In strong fields the current runs almost at right angles to $\mathbf E$, and $\sigma_{xx}\approx\rho_{xx}/(RB)^2$; a larger resistivity then means a larger $\sigma_{xx}$. The longitudinal resistivity $\rho_0G$ is raised by the voids at every field. The Hall coefficient is preserved, but the Hall conductivity is not, and the apparent Hall mobility $|R_{\rm eff}|/(\rho_0G)=\mu/G$ is lowered.

\subsection{Voids that conduct a little}

Suppose that etching leaves a thin layer of the same material in the voids, with sheet conductance $\delta$ times that of the film. If the pattern is coarse compared with the thickness, the layer can be treated as part of a two-dimensional sheet. Let $\sigma(\mathbf r)$ now be the sheet conductance, equal to $\sigma_1$ in the film and $\sigma_2=\delta\sigma_1$ in the voids. To first order in $B$, inversion of (\ref{matrix}) gives
\begin{equation}
\mathbf J=\sigma\mathbf E-h\,A\mathbf E,\qquad h=\beta\sigma,
\label{weak}
\end{equation}
with $\mathbf J$ the sheet current density. An isotropic effective medium obeys the same law with $\sigma_{\rm eff}$ and $h_{\rm eff}$, and its inverse has the Hall resistance $h_{\rm eff}/\sigma_{\rm eff}^2$. Identity (\ref{power}) now holds over the whole cell, since $\phi$ and the normal current are continuous at the rims.

Let $\mathbf e_1,\mathbf e_2$ be the zero-field solutions with mean fields $\hat{\mathbf x},\hat{\mathbf y}$, and let $\mathbf E,\mathbf J$ be the solution in the magnetic field with $\langle\mathbf E\rangle=\hat{\mathbf x}$. By (\ref{power}),
\begin{equation}
\langle\mathbf e_2\cdot\mathbf J\rangle=\langle J_y\rangle,\qquad
\langle\mathbf E\cdot\sigma\mathbf e_2\rangle
=\hat{\mathbf x}\cdot\sigma_{\rm eff}\hat{\mathbf y}=0 .
\end{equation}
The difference, with (\ref{weak}), is $\langle J_y\rangle=-\langle h\,\mathbf e_2\cdot A\mathbf E\rangle$. The effective law gives $\langle J_y\rangle=-h_{\rm eff}$, because $A\hat{\mathbf x}=\hat{\mathbf y}$. To first order $\mathbf E$ may be replaced by $\mathbf e_1$, so
\begin{equation}
h_{\rm eff}=\langle h\,\mathbf e_2\cdot A\mathbf e_1\rangle=h_1a_1+h_2a_2,
\label{heff}
\end{equation}
where $a_i$ is the part of $\langle\mathbf e_2\cdot A\mathbf e_1\rangle$ that comes from region $i$.

Two identities fix $a_1$ and $a_2$. Turning a curl-free field by $90^\circ$ makes it divergence-free, so (\ref{power}) applies to $\mathbf e_2$ and $A\mathbf e_1$. Turning a divergence-free current makes it curl-free, so it also applies to $A\sigma\mathbf e_1$ and $\sigma\mathbf e_2$. Thus
\begin{equation}
a_1+a_2=\hat{\mathbf y}\cdot A\hat{\mathbf x}=1,\qquad
\sigma_1^2a_1+\sigma_2^2a_2=\sigma_{\rm eff}^2 .
\end{equation}
With $G_\delta=\sigma_1/\sigma_{\rm eff}$, the solution is
\begin{equation}
a_1=\frac{G_\delta^{-2}-\delta^2}{1-\delta^2},\qquad
a_2=\frac{1-G_\delta^{-2}}{1-\delta^2}.
\label{parts}
\end{equation}
Since $h_2=\delta h_1$, (\ref{heff}) becomes
\begin{equation}
\frac{h_{\rm eff}}{h_1}
=\frac{(1-\delta)(G_\delta^{-2}+\delta)}{(1-\delta)(1+\delta)}
=\frac{G_\delta^{-2}+\delta}{1+\delta}.
\end{equation}
Multiplication by $\sigma_1^2/\sigma_{\rm eff}^2=G_\delta^2$ gives the ratio of sheet Hall coefficients,
\begin{equation}
\frac{R_{\rm eff}}{R}=\frac{1+\delta G_\delta^2}{1+\delta}.
\label{leak}
\end{equation}
It is one for $\delta=1$, where there is no pattern, and tends to one as $\delta\to0$ with a connected film. The deviation is of first order in $\delta$. If the filling has conductance $\delta\sigma_1$ but no Hall effect, then $h_2=0$ and (\ref{parts}) gives instead
\begin{equation}
\frac{R_{\rm eff}}{R}=G_\delta^2a_1=\frac{1-\delta^2G_\delta^2}{1-\delta^2},
\end{equation}
which deviates only in second order.

These formulas show how the percolation threshold enters. With perfectly insulating voids, $R_{\rm eff}=R$ as long as a connected path remains, however large $G$ becomes. With leftover film material, (\ref{leak}) gives $R_{\rm eff}/R-1=\delta(G_\delta^2-1)/(1+\delta)$. In weak fields, where (\ref{leak}) applies, preservation of the Hall coefficient then requires $\delta(G_\delta^2-1)\ll1$, a condition that becomes harder to meet as the paths narrow and $G_\delta$ grows.

\subsection{A patterned transparent-electrode film}

Take a degenerate $n$-type amorphous oxide film with the rough values $n=10^{20}\ \mathrm{cm^{-3}}$, $\mu=30\ \mathrm{cm^2/Vs}$ and $t=50$ nm, at 300 K. Round voids 600 nm wide stand on a square lattice of pitch 1000 nm. For the solid material,
\begin{align}
\rho_0&=\frac1{ne\mu}=2.08\times10^{-3}\ \Omega\,\mathrm{cm},&
R&=-\frac1{ne}=-0.0624\ \mathrm{cm^3/C}.
\end{align}
The void fraction is $p=\pi(300)^2/(1000)^2=0.283$. The computed resistivity factor is $G=1.791$, so the conductivity ratio is $1/G=0.558$, below the bound $1-p=0.717$. The sheet resistance rises from $\rho_0/t=416\ \Omega$ per square to $1.791\times416=745\ \Omega$ per square.

At 1 T and 0.10 mA the Hall voltage has magnitude
\begin{equation}
\frac{|R|BI}{t}=\frac{(6.24\times10^{-8}\ \mathrm{m^3/C})(1\ \mathrm T)(10^{-4}\ \mathrm A)}
{5\times10^{-8}\ \mathrm m}=0.125\ \mathrm{mV}
\end{equation}
for the solid film and the pierced film alike. The inferred density is $1.00\times10^{20}\ \mathrm{cm^{-3}}$, not the area average $0.717\times10^{20}\ \mathrm{cm^{-3}}$. The inferred mobility is $30/1.791=16.8\ \mathrm{cm^2/Vs}$, although the carriers in the material still have 30.

Here $\mu B=0.003$, far below the crossover at $\mu B=\sqrt G=1.34$. For the same voids in a material of high mobility, (\ref{sigmas}) gives $\sigma_{xx}^{\rm eff}/\sigma_{xx}=0.940$ at $\mu B=1.2$ and $1.467$ at $\mu B=3$; direct solution of the field problem agrees to within $0.0003$. Both values assume that the local law still holds. At the density above, $\mu B=3$ in a field of 10 T would mean a mean free path of about 280 nm, comparable with the 400 nm gap between voids and longer than the film is thick. A much coarser pattern would be needed, and also a thicker film or surfaces that scatter little.

These parameters describe a moderately conducting oxide; good transparent electrodes have resistivities about ten times lower. The openings are those of a lithographic pattern, much larger than natural pores. With an assumed effective mass of 0.3 electron masses, the Fermi energy is 0.26 eV against a thermal energy of 0.026 eV, so the gas is degenerate. The mean free path is $\hbar k_F\mu/e=2.8$ nm, small beside the 400 nm gap between voids. The product of Fermi wavenumber and mean free path is about 4, however, so the simple relation $R=-1/(ne)$ is itself approximate, while (\ref{result}) needs only a uniform local $R$. Real films also have depleted surfaces. For an assumed band bending of 0.3 eV and permittivity 10, the full-depletion formula gives a width of 1.8 nm. On the top surface this would raise the sheet Hall coefficient by $1.8/(50-1.8)$, or about $4\%$, with or without voids. At the rims it would widen the voids and raise $G$ by about $0.8\%$. These figures are somewhat high, because the bending barely exceeds the Fermi energy and part of the layer still holds electrons. Counting them with the local bulk Fermi--Dirac density lowers the equivalent width to about 1.5 nm, and the two shifts to about $3\%$ and $0.6\%$. The layer is thinner than the Fermi wavelength, so this local count is itself approximate; a self-consistent quantum treatment with a hard wall at the surface raises the width by about 0.1 nm, and the shifts to about $3.2\%$ and $0.65\%$. A leftover layer with 1 nm of conducting thickness is thinner than both the mean free path and the Fermi wavelength of 4.4 nm, so its mobility and carrier density may differ from those of the film. If it is assumed, for illustration, to keep both, it has $\delta=0.02$ and $G_\delta=1.75$; equation (\ref{leak}) then gives $R_{\rm eff}/R=1.040$, and the density is underestimated by about $4\%$. The numerical output lists the full-depletion and leftover-layer values with their inputs.

\section*{Computed values}
\begin{verbatim}
Four irregular voids, mobility*B = 3.0 (units of rho0)
  zero-field rho_xx, rho_yy, rho_xy: 1.9787 1.9969 -0.0003
  symmetric part in field, same order: 1.9794 1.9976 -0.0003
  Hall coefficient / local one: 1.00007
  its error, coarse and fine mesh: 2.8e-04 6.9e-05
  rms change of current pattern, coarse and fine: 0.0374 0.0187
Finite plate, mobility*B = 1 (voltages / (rho0*I/t))
  zero-field offset voltage: -0.2654
  voltage added by the field: 1.0004
Worked example: film and voids
  carrier density: 1.00e+20 cm^-3
  mobility: 30.0 cm2/Vs
  thickness, pitch, void diameter: 50 1000 600 nm
  field: 1.0 T, temperature: 300 K, current: 0.10 mA
  void area fraction p: 0.2827
  local resistivity: 2.081e-03 ohm cm
  local Hall coefficient: -0.06242 cm3/C
  mobility*B: 0.0030
  resistivity increase G: 1.7906
  conductivity ratio 1/G: 0.5585, upper bound 1-p: 0.7173
  sheet resistance, solid and pierced: 416.1 745.1 ohm/sq
  computed Hall coefficient, pierced: -0.06242 cm3/C
  ratio to local value: 1.000143
  Hall voltage magnitude, solid and pierced: 0.1248 0.1248 mV
  density inferred: 9.9986e+19 cm^-3
  area-averaged density: 7.1726e+19 cm^-3
  mobility inferred: 16.76 cm2/Vs
Same voids, sigma_xx pierced / solid
  mobility*B = 1.2: computed 0.9402, formula 0.9404
  mobility*B = 3.0: computed 1.4669, formula 1.4669
Leftover film in voids, Hall coefficient / local one
  delta = 0.02: G 1.7474, computed 1.0408, formula 1.0403
  delta = 0.30: G 1.3593, computed 1.1957, formula 1.1956
Neglected effects (rough inputs: mass 0.3 m_e, permittivity 10,
  surface band bending 0.3 eV)
  mean free path: 2.84 nm, gap between voids: 400 nm
  Fermi wavenumber * mean free path: 4.07
  Fermi energy: 0.262 eV, thermal energy: 0.0259 eV
  surface depletion width: 1.82 nm
  rise of sheet Hall coefficient by top depletion: 3.78 %
  rise of G by depleted void rims: 0.76 %
\end{verbatim}
